\section*{Compensating acceptors and the field-emission exponential of a contact}

\section{The problem}

A metal contacts an n-type semiconductor with $N_D=2\times10^{20}\ \mathrm{cm^{-3}}$ ionised donors. Electrons cross the contact by tunnelling at the Fermi level, and the contact resistivity $\rho_c$ contains the factor
\begin{equation}
\exp\!\left(\frac{\phi_B}{E_{00}}\right),\qquad
E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon}} .
\label{eq:given}
\end{equation}
Here $\phi_B$ is the height of the barrier top above the Fermi level, $q>0$ the elementary charge, $m$ the tunnelling mass, $\varepsilon$ the permittivity and $N$ a doping density. At first $\phi_B/E_{00}=5$. The same layer then acquires $N_A=5\times10^{19}\ \mathrm{cm^{-3}}$ ionised acceptors, while $\phi_B$, $m$, $\varepsilon$ and the number of ionised donors stay fixed. By what factor does the exponential change?

\section{A tempting solution}

Heavy doping makes the barrier thin, and the layer now holds more dopants than before. Their total density is $N_D+N_A=2.5\times10^{20}\ \mathrm{cm^{-3}}$. Since $E_{00}\propto\sqrt N$, the exponent becomes
\begin{equation}
5\sqrt{\frac{2.0}{2.5}}=4.47 ,
\end{equation}
and the exponential changes by $e^{4.47-5}=0.59$. On this reasoning the acceptors improve the contact.

\section{Where it fails}

The fault is the meaning given to $N$. The doping enters $E_{00}$ through the shape of the barrier, and that shape follows from Poisson's equation, whose source is charge and not the number of impurities. An ionised donor carries $+q$. An acceptor takes up an electron and carries $-q$. In a layer emptied of mobile electrons the charge density is therefore
\begin{equation}
qN_D-qN_A=qN,\qquad N=N_D-N_A .
\end{equation}
The net density falls from $2.0\times10^{20}$ to $1.5\times10^{20}\ \mathrm{cm^{-3}}$. The barrier becomes thicker, and the tempting answer has the wrong direction as well as the wrong size.

\section{The right solution}

\subsection{From charge to exponent}

Let $x$ run from the metal at $x=0$ into the semiconductor, and let $U(x)$ be the conduction-band edge measured from its value in the bulk. For now the Fermi level is placed at the bulk band edge, so $U(0)=\phi_B$. The electrostatic potential $\varphi$ obeys $\varphi''=-qN/\varepsilon$. An electron has charge $-q$, so $U=-q\varphi$ up to a constant, and
\begin{equation}
U''=\frac{q^2N}{\varepsilon},\qquad U(W)=U'(W)=0 ,
\end{equation}
where $W$ is the depletion width. The two conditions say that the band is flat and field-free beyond the depleted layer. Integrating twice from $x=W$ gives
\begin{equation}
U=\frac{q^2N}{2\varepsilon}(W-x)^2=\phi_B\left(1-\frac{x}{W}\right)^2,
\qquad W=\sqrt{\frac{2\varepsilon\phi_B}{q^2N}} ,
\end{equation}
the width being fixed by $U(0)=\phi_B$.

In the WKB approximation the transmission at the Fermi level is $e^{-S}$. Inside the barrier the wave decays at the rate $\sqrt{2mU}/\hbar$, and the probability decays twice as fast, so
\begin{align}
S&=\frac{2}{\hbar}\int_0^W\sqrt{2mU}\,dx
=\frac{2\sqrt{2m\phi_B}}{\hbar}\int_0^W\left(1-\frac{x}{W}\right)dx
=\frac{\sqrt{2m\phi_B}}{\hbar}\,W \notag\\
&=\frac{\sqrt{2m\phi_B}}{\hbar}\sqrt{\frac{2\varepsilon\phi_B}{q^2N}}
=\frac{2\phi_B}{q\hbar}\sqrt{\frac{m\varepsilon}{N}}
=\frac{\phi_B}{E_{00}} .
\end{align}
The integral equals $W/2$, which removes the factor 2. This recovers (\ref{eq:given}) and identifies its $N$ as the net ionised density. Conductance is proportional to transmission, so the resistivity carries $e^{+S}$.

\subsection{The factor}

With $\phi_B$, $m$ and $\varepsilon$ fixed, $S\propto N^{-1/2}$. Write $s=5$ for the initial exponent and $r=N_A/N_D=0.25$ for the compensation ratio. Then
\begin{equation}
S_{\rm after}=\frac{s}{\sqrt{1-r}}=\frac{5}{\sqrt{0.75}}=5.774,
\end{equation}
and the exponential changes by
\begin{equation}
R=\exp\!\left[s\left(\frac{1}{\sqrt{1-r}}-1\right)\right]
=e^{0.7735}=2.17 .
\label{eq:R}
\end{equation}
The exponential rises about 2.2 times. Integrating Poisson's equation and the WKB action numerically from the separate donor and acceptor charges also gives 2.167.

\subsection{Small and large compensation}

For $r\ll1$, $(1-r)^{-1/2}\simeq1+r/2$ and $R\simeq e^{sr/2}$. Here this gives $e^{0.625}=1.87$, which is too low: the next term of the series, $3r^2/8$, is multiplied by $s=5$ and adds $0.12$ to the exponent. The initial exponent matters as much as the compensation. For the same $r=0.25$, (\ref{eq:R}) gives $1.6$ for $s=3$ and $4.7$ for $s=10$.

As $r\to1$ the formula diverges because $W$ does. It loses its meaning earlier, when the current leaves the neighbourhood of the Fermi level and moves to thermally excited electrons well above it. A condition for this is found below.

\section{Numbers for a silicon-like contact}

Take $\varepsilon=11.7\,\varepsilon_0$ and $m=0.30$ electron masses, rough values for n-type silicon. Then $E_{00}=0.140$ eV before compensation, and the given ratio fixes
\begin{equation}
\phi_B=5\times0.1401\ \mathrm{eV}=0.70\ \mathrm{eV}.
\end{equation}
Afterwards $E_{00}=0.1401\sqrt{0.75}=0.121$ eV. The depletion width grows from 2.13 to 2.46 nm. The field at the metal is the slope of the parabola, $F=2\phi_B/(qW)$, and falls from
\begin{equation}
\frac{2\times0.7007\ \mathrm{V}}{2.129\ \mathrm{nm}}
=0.658\ \mathrm{V/nm}=6.6\ \mathrm{MV/cm}
\end{equation}
to 5.7 MV/cm. A third of a nanometre of extra barrier is enough to double the exponential.

\section{A Fermi level inside the band}

At these densities the bulk Fermi level lies above the band edge by an energy $\zeta$. For silicon's six valleys at zero temperature, each holding $N/6$ electrons, $\zeta=\hbar^2(3\pi^2N/6)^{2/3}/(2m_d)$. With the valley masses 0.19, 0.19 and 0.92, $m_d=(0.19^2\times0.92)^{1/3}=0.32$ electron masses. This gives $\zeta=0.117$ eV before and $0.097$ eV after compensation, for parabolic valleys; a non-parabolicity $E(1+\alpha E)$ with $\alpha=0.5$ eV$^{-1}$ would lower these to 0.111 and 0.093 eV. The barrier top is now at $U(0)=\phi_B+\zeta$, and electrons remain wherever $U<\zeta$. In the Thomas--Fermi approximation their density there is $n=N(1-U/\zeta)^{3/2}$, since density varies as the $3/2$ power of the local Fermi energy.

Multiply $U''=(q^2/\varepsilon)(N-n)$ by $U'$ and integrate from the bulk, where $U=U'=0$. For a point in the forbidden region, $U>\zeta$,
\begin{equation}
\frac{(U')^2}{2}=\frac{q^2N}{\varepsilon}
\left[U-\int_0^{\zeta}\left(1-\frac{v}{\zeta}\right)^{3/2}dv\right]
=\frac{q^2N}{\varepsilon}\left(U-\frac{2\zeta}{5}\right).
\end{equation}
Let $u=U-\zeta$ be the barrier height above the Fermi level and $a=3\zeta/5$. Then $(U')^2=(2q^2N/\varepsilon)(u+a)$. Changing the integration variable in $S$ from $x$ to $u$, with $dx=du/|U'|$,
\begin{equation}
S=\frac{2\sqrt{2m}}{\hbar}\sqrt{\frac{\varepsilon}{2q^2N}}
\int_0^{\phi_B}\!\sqrt{\frac{u}{u+a}}\,du
=\frac{1}{E_{00}}\int_0^{\phi_B}\!\sqrt{\frac{u}{u+a}}\,du .
\label{eq:Sint}
\end{equation}
The substitution $u=a\sinh^2t$ turns the integrand into $2a\sinh^2t\,dt=a(\cosh2t-1)\,dt$, whose integral is $a(\sinh t\cosh t-t)$. Hence
\begin{equation}
S=\frac{1}{E_{00}}\left[\sqrt{\phi_B(\phi_B+a)}
-a\,\mathrm{arsinh}\sqrt{\frac{\phi_B}{a}}\,\right].
\label{eq:Sdeg}
\end{equation}
A finite-difference solution of the nonlinear Poisson equation, followed by numerical integration of the action, agrees with (\ref{eq:Sdeg}) within 0.3\% at both dopings.

The exponents are now 4.31 and 5.07, both lower than before, yet the ratio is 2.14, almost unchanged. For $a\ll\phi_B$ one has $\mathrm{arsinh}\sqrt{\phi_B/a}\simeq\frac12\ln(4\phi_B/a)$, and (\ref{eq:Sdeg}) becomes
\begin{equation}
S\simeq\frac{\phi_B}{E_{00}}
-\frac{a}{2E_{00}}\left[\ln\frac{4\phi_B}{a}-1\right].
\end{equation}
Since $a\propto N^{2/3}$ and $E_{00}\propto N^{1/2}$, the prefactor of the correction varies only as $N^{1/6}$. The correction is about 0.7 at both dopings and nearly cancels in the difference of exponents.

The local approximation is not obviously safe here: the screening length $\sqrt{2\varepsilon\zeta/(3q^2N)}=0.5$ nm is much shorter than the Fermi wavelength of about 6 nm. A self-consistent Schr\"odinger--Poisson profile at 77 K, with the electron waves vanishing at the metal, lowers each exponent by only 0.02 to 0.03 and leaves the ratio at 2.15.

\section{From the exponential to the resistivity}

The resistivity also has a prefactor. Suppose that transmission depends only on the energy $E$ of motion normal to the contact, measured from the Fermi level. The transverse states, with spin, have density $m_\parallel/(\pi\hbar^2)$ per valley, where $m_\parallel$ is the in-plane mass. The normal motion supplies a flux $dE/(2\pi\hbar)$. A small voltage shifts one Fermi function against the other, and integrating $-\partial f/\partial E$ over transverse energy leaves $f(E)$. Thus, per valley,
\begin{equation}
\frac{1}{\rho_c}=\frac{q^2m_\parallel}{2\pi^2\hbar^3}
\int e^{-S(E)}f(E)\,dE .
\label{eq:rho}
\end{equation}

To evaluate this simply, keep the depletion parabola over the whole band bending $\phi_B+\zeta$. Then $(U')^2=(2q^2N/\varepsilon)U$ with $U=u+\zeta$, so (\ref{eq:Sint}) holds with $a=\zeta$ at the Fermi level. The ratio of exponentials for this profile is 2.12. At energy $E$,
\begin{equation}
S(E)=\frac1{E_{00}}\int_E^{\phi_B}\sqrt{\frac{u-E}{u+\zeta}}\,du .
\end{equation}
The integrand vanishes at the lower limit, so differentiation acts on the integrand alone. At $E=0$,
\begin{equation}
c\equiv-\frac{dS}{dE}
=\frac{1}{2E_{00}}\int_0^{\phi_B}\frac{du}{\sqrt{u(u+\zeta)}}
=\frac{1}{E_{00}}\,\mathrm{arsinh}\sqrt{\frac{\phi_B}{\zeta}} ,
\end{equation}
by the substitution $u=\zeta\sinh^2t$. Now put $S(E)\simeq S(0)-cE$ and extend the integral to all energies. With $y=e^{E/kT}$,
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{cE}\,dE}{1+e^{E/kT}}
=kT\int_0^\infty\frac{y^{ckT-1}}{1+y}\,dy
=\frac{\pi kT}{\sin(\pi ckT)},\qquad 0<ckT<1 .
\end{equation}
The condition $ckT<1$ marks the range of field emission. Above it, the Fermi tail falls more slowly than the transmission rises, and the current moves to higher energies.

In the example $c$ is 11.6 eV$^{-1}$ before and 14.1 eV$^{-1}$ after compensation, and $ckT=0.30$ before at 300 K. Further compensation raises $c$ in two ways: $1/E_{00}$ grows as $(1-r)^{-1/2}$, and the arsinh grows because $\zeta\propto(1-r)^{2/3}$ falls. At $1-r=0.16$ the arsinh has risen from 1.63 to about 2.2, and $ckT\simeq0.30\times(2.2/1.63)/\sqrt{0.16}\simeq1.0$. Equation (\ref{eq:R}) should therefore not be used here for compensation above roughly 80\%. The change is gradual. In the linear form the integrand is symmetric about the Fermi level already at $ckT=1/2$, and numerical integration of (\ref{eq:rho}) for this profile puts 36\% of the current above the Fermi level before compensation, half at $r=0.4$ and 84\% at $r=0.8$. For this unscreened profile (\ref{eq:R}) stays within about 13\% of the resistivity ratio up to $r=0.7$ and is 26\% too high at $r=0.8$; for a profile screened by the electrons at 300 K it is too low throughout, by 11\% at $r=0.25$, 23\% at $r=0.6$ and 8\% at $r=0.8$. The figure of 80\% also depends on the profile: with screening by the electrons and the Fermi level of 300 K, $ckT$ is 0.36 before compensation and about 1.9 at $1-r=0.16$, where the electrons are barely degenerate.

The prefactor explains why the resistivity ratio differs from the ratio of exponentials. As $T\to0$ the linearised energy integral tends to $1/c$, a measure of the energy range that contributes. This range shrinks by $14.1/11.6=1.22$. With the band bottom as lower limit the integral is only about $0.7/c$, but at both dopings, so the factor is hardly changed. The thermal factor $\pi ckT/\sin(\pi ckT)$ is 1.16 before and 1.26 after at 300 K, which returns a factor 1.08. The estimate is
\begin{equation}
\frac{\rho_{\rm after}}{\rho_{\rm before}}\simeq
2.12\times\frac{1.22}{1.08}\simeq2.4 .
\end{equation}
Numerical integration of (\ref{eq:rho}), without the linear expansion and with the band bottom as lower limit, gives 2.34. At 400 K it gives 2.21, because the thermal factor grows faster for the larger $c$. With six valleys of mass 0.30 the resistivity itself rises from $2.7\times10^{-8}$ to $6.2\times10^{-8}\ \Omega\,\mathrm{cm^2}$ at 300 K. In these integrals $\zeta$ is held at its zero-temperature value and the profile is the unscreened parabola. A profile screened by the electrons, with the Fermi level of 300 K, gives $4.2\times10^{-8}$ and $1.0\times10^{-7}\ \Omega\,\mathrm{cm^2}$, a ratio of 2.43: the ratio moves by a few per cent, the resistivities by about 60\%. Treating the screening electrons by the Schr\"odinger equation instead of locally lowers both resistivities by about 7\% and gives a ratio of 2.44.

\section{How far the model can be trusted}

\paragraph{WKB.} The basic result $S=\sqrt{2m\phi_B}\,W/\hbar=5$ gives, for the bulk wavenumber $k=\sqrt{2m\zeta}/\hbar$, the value $kW=5\sqrt{0.117/0.70}=2.0$. The barrier is thus only a third of a wavelength wide, and slow variation is not assured. Solving the Schr\"odinger equation for the depletion parabola, with a model metal of the same mass 0.30 whose Fermi energy is 5 eV, gives a transmission ratio of 2.05 in place of 2.12. For a barrier with both net dopings reduced a hundredfold, at the same $\phi_B$ and with $\zeta$ held at 0.117 eV, the logarithm of the transmission changes by 6.251, against 6.25 from WKB. Where the barrier is thick, WKB gives the change of the exponent accurately. The bare $e^{-S}$ omits the prefactor set by the abrupt metal interface: the transmission exceeds $e^{-S}$ by 1.3 for this thick barrier and by 1.5 for the thin one. Matching the WKB wave to the metal wave at $x=0$ gives the factor $4k_M\kappa_0/(k_M^2+\kappa_0^2)=4\sqrt{5\times0.70}/5.70=1.31$, where $k_M$ is the metal wavenumber and $\kappa_0$ the decay rate at the interface. This accounts for the thick barrier and leaves an error of about 14\% for the thin one. The factor depends on the model metal: with the free-electron mass in the metal it is 1.9 and 2.2, while the transmission ratio stays near 2.06.

\paragraph{Anisotropic mass.} On a (100) silicon surface four valleys have a normal mass near 0.19 and two near 0.92. At fixed $\phi_B$ the exponent scales as $\sqrt m$, so the light valleys start from $5\sqrt{0.19/0.30}=4.0$ and the heavy ones from 8.8. The light valleys carry most of the current and are less sensitive to doping. The resistivity ratio at 300 K falls from 2.34 to 2.06.

\paragraph{Image force.} An electron at distance $x$ from the metal is attracted to its image, which adds $-q^2/(16\pi\varepsilon x)$ to its energy. In a uniform field $F$ the barrier top lies where the two slopes balance, $qF=q^2/(16\pi\varepsilon x^2)$, and the lowering is $2qFx$. With the fields 6.6 and 5.7 MV/cm it is 0.28 eV before and 0.26 eV after compensation. For the parabola over $\phi_B+\zeta$ the fields are slightly higher, 7.1 and 6.1 MV/cm; the maximum of the curved barrier plus image term is lowered by 0.29 and 0.27 eV (the uniform-field formula gives 0.30 and 0.27 eV). The exponents of that profile drop from 4.04 and 4.79 to 3.23 and 3.95, and the initial resistivity to $1.2\times10^{-8}\ \Omega\,\mathrm{cm^2}$, but the resistivity ratio at 300 K is still 2.29. The barrier top would lie at $x=0.285/(2\times0.658)=0.22$ nm, about one silicon bond length, where a continuum image force is doubtful. These figures show sensitivity and are not an improved prediction.

\paragraph{Decay rate in the gap.} The rate $\sqrt{2mu}/\hbar$ describes states near the conduction-band edge. At the metal the Fermi level lies 0.70 eV below that edge, closer to the valence band, where a one-band mass is doubtful. The simple two-band form $\sqrt{2mu(1-u/E_g)}/\hbar$ with $E_g=1.12$ eV lowers the exponents of the parabola to 3.25 and 3.87, their exponential ratio from 2.12 to 1.84 and the resistivity ratio at 300 K from 2.34 to 2.11. For an indirect gap this form is itself only a guide to the sensitivity.

\paragraph{High field.} The field of 6.6 MV/cm is far above the bulk breakdown field of silicon, but near zero bias it does not imply breakdown. The whole band bending, about 0.8 eV, is smaller than the gap of roughly 1.1 eV. An electron crossing the layer cannot gain enough energy to create a pair, and the valence band at the metal stays below the bulk conduction band.

\paragraph{Real contacts.} The parameters resemble a silicide on heavily doped n-type silicon, where barriers of roughly 0.6 to 0.7 eV occur. The calculated resistivity before compensation lies above the rough $10^{-9}\ \Omega\,\mathrm{cm^2}$ scale of the best modern contacts, by a factor that depends on the model: $2.7\times10^{-8}$ for the single mass, $1.2\times10^{-8}$ for the (100) valleys, and about $6\times10^{-9}\ \Omega\,\mathrm{cm^2}$ for these with the image force. In a real device some donors may also be inactive. If 80\% of the donors are active, the net density goes from $1.6\times10^{20}$ to $1.1\times10^{20}\ \mathrm{cm^{-3}}$. At the same $\phi_B$ the exponents are $5\sqrt{2.0/1.6}=5.59$ and $5\sqrt{2.0/1.1}=6.74$, and the exponential rises 3.2 times. The barrier may also change: an increase of 0.05 eV accompanying the compensation would multiply the final exponential by a further $e^{0.05/0.1214}=1.5$. Finally, a cube of side $W$ holds about two donors before compensation and about four ions of both signs after it. The uniform charge density is then an average over the contact area, and the local barrier varies from place to place. That variation has not been calculated here.

For the single-mass parabola, 80\% activation raises the resistivity ratio at 300 K from 2.34 to 3.4 and the barrier shift multiplies it by 1.5, more than any one refinement of the tunnelling calculation changes it. Taken together the refinements are comparable: (100) valleys, image force and two-band decay lower the ratio to 1.9, and in that model the activation and the barrier shift multiply it by only 1.3 and 1.25. The resistivity itself is also sensitive to those refinements: the image force alone lowers it by about a factor of two. The factor 2.17 belongs to the exponential at fixed barrier and fixed activation.

\section*{Computed results}
\begin{verbatim}
Donor density: 2e+20 cm^-3
Acceptor density: 5e+19 cm^-3
Net doping after: 1.5e+20 cm^-3
Relative permittivity: 11.7
Tunnelling mass: 0.3 electron masses
E00 before: 0.1401 eV
E00 after: 0.1214 eV
Barrier height: 0.7007 eV
Depletion width before: 2.129 nm
Depletion width after: 2.458 nm
Interface field before: 6.584 MV/cm
Interface field after: 5.702 MV/cm
Exponent before: 5
Exponent after: 5.774
Exponent increase: 0.7735
RATIO of field-emission exponentials: 2.167
Ratio from integrated Poisson and WKB: 2.167
Linear estimate of ratio: 1.868
Wrong ratio if dopings are added: 0.5899
Thick-barrier log change, wave equation: 6.251
Thick-barrier log change, WKB: 6.25
Fermi level above band edge before: 0.117 eV
Fermi level above band edge after: 0.097 eV
Degenerate screened exponent before: 4.307
Degenerate screened exponent after: 5.07
Degenerate screened ratio: 2.14
Parabola with Fermi energy, WKB ratio: 2.12
Parabola with Fermi energy, wave ratio: 2.05
Thermal energy at 300 K: 0.0259 eV
E00/kT at 300 K before: 5.42
kT times exponent slope at 300 K: 0.3
Resistivity before, 300 K: 2.7e-08 ohm cm^2
Resistivity after, 300 K: 6.2e-08 ohm cm^2
Full resistivity ratio, 300 K: 2.34
Full resistivity ratio, 400 K: 2.21
Resistivity ratio, (100) valleys, 300 K: 2.06
Image lowering of barrier top before: 0.28 eV
Image lowering of barrier top after: 0.26 eV
Exponent with image force before: 3.23
Exponent with image force after: 3.95
Resistivity ratio with image force, 300 K: 2.29
Resistivity before with image force: 1.2e-08 ohm cm^2
Assumed partial donor activation: 0.8
Exponential ratio at partial activation: 3.16
Assumed barrier shift: 0.05 eV
Extra factor if barrier rises by it: 1.51
Mean donor spacing: 1.71 nm
Donors in a cube of side W before: 1.9
Ions in a cube of side W after: 3.7
\end{verbatim}
